\section*{The Half Rule for Interface Anisotropy and Its Atomic Shares, part 2}

A calculation for a cobalt film on a heavy metal gives the spin-orbit energy of every atom for two directions $\mathbf n$ of the magnetization. Can half the difference of each atom's energy tell us which layer to change?

The Hamiltonian is $H_0(\mathbf n)+sV$, with $V=\sum_iV_i$ and $V_i=\xi_i\,\mathbf L_i\cdot\mathbf S$. Here $\xi_i$ is the spin-orbit constant of atom $i$, angular momenta are in units of $\hbar$, and $s=1$ is full strength. $H_0$ contains the crystal potential, the hopping and an exchange field of fixed strength along $\mathbf n$.

At temperature $T$, with $\tau=k_{\rm B}T$ and chemical potential $\mu$, $\Omega$ is the grand potential per cell and $F=\Omega+\mu N$ the free energy at fixed electron number $N$. Brackets $\langle\cdot\rangle_s$ are thermal averages per cell. $D$ means the value for $\mathbf n=\hat x$ minus that for $\hat z$, the film normal; positive $DF$ favours the normal.

At $s=0$, $F=F_0$ is the same for both directions. The Hellmann-Feynman theorem gives $dF/ds=\langle V\rangle_s$. If first-order terms vanish and $F$ has an expansion $F_0+s^2E_2+\cdots$, the half rule follows:
\begin{equation}
DF=\tfrac12\,D\langle sV\rangle_s+O(s^3)
=\sum_i\tfrac12\,D\langle sV_i\rangle_s+O(s^3).
\label{eq:half}
\end{equation}

With separate couplings, $\sum_i\lambda_iV_i$ replaces $sV$. To first order in them,
\begin{align}
\langle V_i\rangle&=\sum_jK_{ij}\lambda_j,
\label{eq:resp}\\
K_{ij}&=\frac1{N_k}\sum_{\mathbf k}\sum_{nm}
\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m}\,(V_i)_{nm}(V_j)_{mn},
\label{eq:K}
\end{align}
where $\varepsilon_n$ and $f_n$ are the eigenvalues and Fermi occupations of $H_0$ at each of the $N_k$ wave vectors $\mathbf k$, and the fraction means $f'(\varepsilon_n)$ when $\varepsilon_n=\varepsilon_m$. $K$ is real and symmetric, and
\begin{equation}
F-F_0=\tfrac12\sum_{ij}\lambda_iK_{ij}\lambda_j+O(\lambda^3).
\label{eq:quad}
\end{equation}

The closing list of computed values also includes a single-ion test: one electron in five $d$ orbitals, with exchange splitting $2\,$eV and $\xi=0.07\,$eV. Its ground orbital $xz$ is single, or forms a doublet with $yz$ when the $yz$ level is lowered to zero. The listed error ratio concerns the anisotropy of $\tfrac12\langle sV\rangle_s-(F-F_0)$ for the single ground orbital.

\subsection{What an atomic share means}

\paragraph{Theorem 2.} To second order at $s=1$, the half rule assigns to atom $i$ the energy
\begin{equation}
e_i=\tfrac12\langle V_i\rangle=\tfrac12K_{ii}+\tfrac12\sum_{j\ne i}K_{ij},
\qquad \sum_ie_i=E_2 .
\label{eq:share}
\end{equation}
Removing the coupling of atom $i$ and keeping the others loses instead
\begin{equation}
\ell_i=\tfrac12K_{ii}+\sum_{j\ne i}K_{ij}.
\label{eq:loss}
\end{equation}

\paragraph{Proof.} Equation~\eqref{eq:share} is half of Eq.~\eqref{eq:resp} at $\lambda_j=1$. For Eq.~\eqref{eq:loss}, collect the terms of Eq.~\eqref{eq:quad} that contain $\lambda_i$: the square $\frac12K_{ii}$ and, for each other atom, $\frac12K_{ij}+\frac12K_{ji}=K_{ij}$. $\square$

A pair term needs the coupling on both atoms and belongs to neither alone. The half rule divides it equally. This is the division obtained when all couplings grow in proportion, since then $\int_0^1\langle V_i\rangle_s\,ds=\int_0^1s\,ds\sum_jK_{ij}=e_i$. Switching the atoms on one after another would give each pair term to the later atom, with the same total. The atomic decomposition is therefore justified as a definite accounting of the total; the loss on replacing an atom by one with negligible spin-orbit coupling, all else unchanged, is $\ell_i$. The two agree when the pair terms are small.

A share also does not name a sole cause. If the exchange field were absent, $H_0$ would not contain $\mathbf n$, and every $DK_{ij}$ would vanish. An anisotropy booked on the heavy metal thus needs the exchange field of the magnetic layer as well.

\subsection{How far second order can be trusted}

\paragraph{Lemma 4 (a sufficient condition).} At fixed $\mu$, the expansion of the grand potential $\Omega$ in $s$ converges if $s\|V\|<\pi\tau$, where $\|V\|$ is the largest absolute eigenvalue of $V$.

\paragraph{Proof.} The function $\ln(1+e^{-(z-\mu)/\tau})$ is analytic for $|{\rm Im}\,z|<\pi\tau$. Choose $\eta$ with $s\|V\|<\eta<\pi\tau$, and a contour around the spectrum of $H_0$ that stays in this strip and at distance at least $\eta$ from the spectrum. $\Omega$ is a contour integral of this function with the trace of $(z-H_0-sV)^{-1}$. With $G_0=(z-H_0)^{-1}$, that inverse is $G_0\sum_p(sVG_0)^p$. On the contour $\|G_0\|\le1/\eta$, so the terms are bounded by a geometric series of ratio $s\|V\|/\eta<1$. $\square$

For $d$ electrons, $\mathbf L\cdot\mathbf S=\frac12[j(j+1)-6-\frac34]$ equals $1$ for $j=\frac52$ and $-\frac32$ for $j=\frac32$. Hence $\|V\|=\frac32\max_i\xi_i$. Beyond the bound the series may still converge, but this argument no longer promises it.

\subsection{The model}

One cobalt layer lies on one iridium layer, both square with atom spacing $a=0.27\,$nm. Each cobalt atom sits above the centre of four iridium atoms, at distance $a$ from each. Every atom has five $d$ orbitals. The hopping amplitudes for angular momentum $0$, $\pm1$, $\pm2$ about the bond are $-0.5$, $0.25$, $-0.05\,$eV in cobalt and twice these in iridium; between the layers the geometric mean is used, with the same signs. The spin-orbit constants are $0.07$ and $0.50\,$eV, the exchange splitting on cobalt is $2\,$eV, and the layers hold $8$ and $7.5$ $d$ electrons. These are rough typical values. An iridium level $0.40\,$eV above that of cobalt keeps the layers neutral to within $0.02$ electron per atom. Without spin-orbit coupling the spin moments are $1.90$ and $0.46$ Bohr magnetons; the second is induced by hopping. The temperature is $300\,$K, $\tau=25.85\,$meV, and the mesh is $40\times40$. Energies are per cobalt atom.

\subsection{Second order: iridium carries the anisotropy}

The sum over states, Eq.~\eqref{eq:K}, gives
\begin{equation}
DK_{\rm CoCo}=-0.72,\quad DK_{\rm CoIr}=0.18,\quad
DK_{\rm IrIr}=24.51\ \text{meV}.
\end{equation}
The shares follow from Eq.~\eqref{eq:share}:
\begin{align}
De_{\rm Co}&=\tfrac12(-0.72+0.18)=-0.27\ \text{meV},\nonumber\\
De_{\rm Ir}&=\tfrac12(24.51+0.18)=12.34\ \text{meV}.
\end{align}
Their sum is $12.07\,$meV. Two other routes, which use diagonalization at $s=\pm0.002$, averaged over the sign and divided by $s^2$, give the same total to all printed digits, $12.0740\,$meV: one from the free energies, the other from $\frac12D\langle sV\rangle$. These digits belong to the $40\times40$ mesh: on a $120\times120$ mesh the three elements are $-0.71$, $0.13$ and $25.45\,$meV and the total is $12.5\,$meV, about $0.4\,$meV higher.

Removing the iridium coupling would lose $12.26+0.18=12.43\,$meV, before rounding of the terms. Removing that of cobalt would lose $-0.36+0.18=-0.18\,$meV, so the anisotropy would rise slightly. On an $80\times80$ mesh the pair term is $0.12$ instead of $0.18\,$meV and the cobalt loss is $-0.23\,$meV, with the same signs. The pair term is small beside the iridium term, and for each atom the share and the loss agree in sign. The prefactor $\xi_i\xi_j$ favours iridium by $(0.50/0.07)^2\approx51$ over cobalt.

\subsection{Full strength: the half rule fails}

The table compares second order, the free energy and the half rule as both couplings grow together. All entries are $x$ minus $z$, in meV.

\begin{center}
\begin{tabular}{cccc}
$s$ & $s^2DE_2$ & $DF$ & $\frac12D\langle sV\rangle$\\
0.10 & 0.12 & 0.134 & 0.139\\
0.25 & 0.75 & 0.866 & 0.828\\
0.50 & 3.02 & 2.60 & 1.49\\
1.00 & 12.07 & 3.80 & $-0.34$
\end{tabular}
\end{center}

At $s=0.10$ and $0.25$ the half rule is within $5\%$ of the free energy. This holds for the sum and not for the atoms: divided by $s^2$, the cobalt value is $-0.25$ and $0.03\,$meV and the iridium value $14.1$ and $13.2\,$meV at these couplings, against $-0.27$ and $12.34\,$meV in second order. At $s=0.5$ the sum is $43\%$ too low, and at full strength it has the wrong sign. The sign depends on the rough parameters: with $\xi=0.45\,$eV on iridium the half rule gives $0.49\,$meV against a free-energy difference of $4.07\,$meV. The atomic values fare no better: half the spin-orbit anisotropy is $1.48\,$meV on cobalt and $-1.83\,$meV on iridium ($1.49$ and $-1.91\,$meV on an $80\times80$ mesh), where second order gave $-0.27$ and $12.34\,$meV. Read as a guide to design, the full-strength values would name cobalt as the source of the preference for the normal, where second order names iridium. At full strength neither reading is complete, as the integral over the coupling below shows.

The Hellmann-Feynman theorem is not at fault. At full coupling on a $12\times12$ mesh, each $\xi_i$ was changed by $\pm0.1\%$ and the slope of $F$ compared with $\langle V_i\rangle$; the largest difference was $3\times10^{-8}\,$eV. What fails is the straight line. Dividing the unrounded values of the last column by $s/2$ gives $D\langle V\rangle_s=2.78$, $6.63$, $5.95$ and $-0.69\,$meV at the four couplings, after zero at $s=0$. These values rise, then fall and change sign. The trapezoidal rule on these five points gives its area as
\begin{equation}
0.14+0.71+1.57+1.31=3.73\ \text{meV},
\end{equation}
against the free-energy difference of $3.80\,$meV. So close an agreement on so coarse a grid may owe something to cancelling errors, but the area recovers the sign and the size that the triangle misses.

Lemma 4 puts a scale on the trouble. Here $\pi\tau=81\,$meV and $\|V\|=\frac32\times500=750\,$meV, so convergence of $\Omega$ at fixed $\mu$ is assured for $s<0.108$, and full coupling is about nine times that limit. The calculation does not identify which bands cause the failure.

At full strength an atomic accounting is still available from
\begin{equation}
DF=\sum_i\int_0^1D\langle V_i\rangle_s\,ds ,
\label{eq:path}
\end{equation}
which follows from integrating $dF/ds=\langle V\rangle_s$ and needs no expansion. It requires several values of $s$, and it keeps the convention that all couplings grow together. With eight Gauss points on the $40\times40$ mesh it gives $1.04\,$meV on cobalt and $2.76\,$meV on iridium, which add to $3.80\,$meV. The full iridium coupling alone gives $0.42\,$meV and the cobalt coupling alone $-0.38\,$meV, so removing the coupling of cobalt loses $3.39\,$meV and removing that of iridium $4.18\,$meV. At full strength the anisotropy of this model needs both couplings, although the second-order pair term is small.

\subsection{The model beside a real film}

One meV per atom area $a^2$ is $2.20\,$mJ/m$^2$, so the free-energy anisotropy is $8.4\,$mJ/m$^2$, the half rule gives $-0.8$, and second order $26.5\,$mJ/m$^2$. Interfaces of cobalt with heavy metals have anisotropies of roughly $1\,$mJ/m$^2$ in size, so the model value is far from typical. One strong simplification is the single iridium layer. A second one, with the same level and not made neutral again, changes the result from $3.80$ to $-4.14\,$meV ($-4.11\,$meV on a $60\times60$ mesh), a shift of about $17\,$mJ/m$^2$ that reverses the preference between $\hat x$ and $\hat z$. The half rule gives $0.13-2.74-1.22=-3.83\,$meV for that film, within $8\%$ of the free energy. After its failure for the thinner film, this agreement cannot be taken as a sign of general accuracy.

The other estimates are smaller, though some are only rough. A $60\times60$ mesh moves the second-order value from $12.07$ to $12.63\,$meV, the full free energy from $3.80$ to $3.83$ and the half rule from $-0.34$ to $-0.41\,$meV. For the frozen exchange field a first estimate of the energy left out is $\frac14I\,|D(\delta m^2)|=0.5\,$meV, where $\delta m$ is the change of the cobalt moment caused by the coupling and $I$ is the exchange splitting divided by the moment. This estimate omits the feedback of the moment on the exchange field, which can make the effect larger, so it is not a bound, and the self-consistent value is not determined here. Charge transfer between the layers, with a rough charging energy $U=2\,$eV and $\delta q$ the change of the cobalt occupation caused by the coupling, gives $\frac12U\,|D(\delta q^2)|=0.5\,$meV before screening; with the layer potential made self-consistent the shift is $0.09\,$meV. The dipolar energy of the cobalt moments contributes $-0.07\,$meV. If thermal disorder reduces the magnetization to a rough $0.9$ of its full value, and the anisotropy follows its second to third power, the anisotropy falls to between $0.81$ and $0.73$ of its value. The model also places no exchange field on iridium, despite its induced moment; a rough splitting of $0.25\,$eV there lowers the free-energy anisotropy from $3.80$ to $1.40\,$meV. The $s$ and $p$ bands and the relaxation of the atoms are left out and not sized.

\subsection{The decision}

The atom-resolved values $\frac12D\langle V_i\rangle$ can guide the choice of a layer when first-order terms vanish, the coupling is weak enough for second order, and the pair terms $DK_{ij}$ between different atoms are small. With large pair terms, the share of an atom and the loss on removing its coupling, Eq.~\eqref{eq:loss}, can differ even in sign. A direct test is to repeat the calculation at a reduced $s$: in the second-order regime each $D\langle sV_i\rangle$ scales as $s^2$. Comparing $\sum_i\frac12D\langle V_i\rangle$ with $DF$ is a necessary test but not a sufficient one, since errors on different atoms can cancel in the sum. If either test fails, as it does for the single iridium layer at full strength, Eq.~\eqref{eq:path} gives shares that add up to the free energy, and a calculation with one atom's coupling removed answers the question of what that atom's coupling contributes while the others stay in place.

\section*{Computed values}
\begin{verbatim}
All anisotropies: x minus z, per Co atom; positive = easy axis z
Spin-orbit constant Co: 0.07 eV
Spin-orbit constant Ir: 0.50 eV
Hopping sigma, pi, delta Co: -0.5 0.25 -0.05 eV
Hopping sigma, pi, delta Ir: -1.0 0.5 -0.1 eV
d electrons Co, Ir: 8.0 7.5
Exchange splitting Co: 2.0 eV
Atom spacing: 0.27 nm
Temperature: 300 K
Thermal energy kT: 25.85 meV
Ir level above Co level (neutral layers): 0.40 eV
Spin moment Co, no spin-orbit: 1.902 Bohr magnetons
Spin moment Ir, no spin-orbit: 0.460 Bohr magnetons
Single ion levels xy,yz,z2,xz,x2-y2: 0.9 0.3 1.2 0.0 0.7 eV
Ion, single ground orbital: dE/d<sV>: 0.5000
Ion, single ground orbital: d<H0>/d<sV>: -0.5000
Ion, doublet (yz level 0): dE/d<sV>: 1.0010
Ion: error ratio when s doubles: 7.87
Largest site Hellmann-Feynman error: 3.2e-08 eV
Largest first-order term at one k, n=x: 276.781 meV
Its average over k: 6.2e-15 meV
k mesh: 40 x 40
Second order, K CoCo anisotropy: -0.7187 meV
Second order, K CoIr anisotropy: 0.1770 meV
Second order, K IrIr anisotropy: 24.5127 meV
Second order, share of Co: -0.2708 meV
Second order, share of Ir: 12.3448 meV
Second order, total from states: 12.0740 meV
Same from free energy at small s: 12.0740 meV
Same from half <sV> at small s: 12.0740 meV
Lost if Co coupling removed: -0.1824 meV
Lost if Ir coupling removed: 12.4333 meV
s=0.10: free energy 0.1335, half rule 0.1389 meV
s=0.25: free energy 0.8663, half rule 0.8284 meV
s=0.50: free energy 2.6005, half rule 1.4867 meV
s=1.00: free energy 3.8033, half rule -0.3442 meV
Full coupling, half <V> on Co: 1.4829 meV
Full coupling, half <V> on Ir: -1.8271 meV
Full coupling, free energy: 8.36 mJ/m2
Full coupling, half rule: -0.76 mJ/m2
Second order, total: 26.54 mJ/m2
Finer k mesh: 60 x 60
Finer mesh, second order: 12.6266 meV
Finer mesh, full free energy: 3.8274 meV
Finer mesh, full half rule: -0.4144 meV
Two Ir layers, full free energy: -4.1350 meV
Two Ir layers, half <V> on Co, Ir, Ir: 0.1256 -2.7384 -1.2200 meV
Dipolar anisotropy of the Co layer: -0.0669 meV
Exchange-field relaxation, estimate: 0.5258 meV
Rough charging energy used: 2.0 eV
Layer-charge relaxation, estimate: 0.4897 meV
Rough M(300 K)/M(0) used: 0.9
Anisotropy factor, M squared to M cubed: 0.81 to 0.73
\end{verbatim}
